# Oxygen-pressure exponents and the charge of oxygen vacancies

**Q:** I have measured the electron concentration \(n\) in an oxide at one temperature, over four decades of oxygen pressure \(P\). It follows \(n\propto P^{-1/4}\). I conclude that the oxygen vacancies are singly charged. Each vacancy formed releases one electron, so their concentrations are equal, and mass action then gives one-quarter. Doubly charged vacancies would give one-sixth. Is anything wrong with that?

**A:** Both calculations are right for the crystal you have in mind. But you used two statements, a reaction and a charge balance, and the exponent tests them together. What else in your crystal carries charge?

**Q:** Perhaps some impurities. I assumed that they only shift the prefactor.

**A:** Let us keep them and see. Call the vacancies \(V_1\) and \(V_2\), with effective charges \(+1\) and \(+2\) relative to the perfect lattice, and let \(v_1\) and \(v_2\) be their concentrations. Let \(h\) be the hole concentration and \(A\) that of ionized acceptors, each of charge \(-1\). I assume that \(A\) is fixed, the defects are dilute and do not interact, the electrons are nondegenerate, the oxygen is an ideal gas, and there are no oxygen interstitials.

**Q:** Then start with mass action. I would like to see where the half power of pressure comes from.

**A:** Take the free energy per unit volume of crystal, including the oxygen it has released to the gas. A dilute species of concentration \(c\) contributes \(kT\,c(\ln c-1)\), apart from a standard energy proportional to \(c\). Here \(c\) stands for its numerical value in the chosen unit. The derivative of \(c(\ln c-1)\) is \(\ln c\).

Forming one vacancy sends half an O₂ molecule into the gas. An ideal gas has a chemical potential per molecule equal to a constant plus \(kT\ln P\), so half a molecule brings \(\tfrac12kT\ln P\).

Now form a small amount of \(V_2\). For each vacancy two electrons appear, which keeps the crystal neutral. At the minimum the free energy does not change to first order:
\[
\ln v_2+2\ln n+\tfrac12\ln P-\ln K_2=0 .
\]
All standard energies have been collected in \(-kT\ln K_2\). Forming \(V_1\) with one electron, or an electron–hole pair, gives two similar conditions. Exponentiating all three,
\[
v_2n^2P^{1/2}=K_2,\qquad v_1nP^{1/2}=K_1,\qquad nh=K_i .
\]
The constants depend on temperature, which is held fixed throughout.

**Q:** Those are the reactions I used. What replaces my equality of vacancies and electrons?

**A:** Full neutrality:
\[
n+A=h+v_1+2v_2
=\frac{K_i}{n}+\frac{K_1}{nP^{1/2}}+\frac{2K_2}{n^2P^{1/2}} .
\]
The left side rises with \(n\) and the right side falls, so there is one solution at each pressure. Simple power laws appear when one term on each side dominates.

**Q:** Let me do mine first. If \(v_1=n\), then \(n^2P^{1/2}=K_1\), so
\[
n=K_1^{1/2}P^{-1/4}.
\]
If instead \(2v_2=n\), I substitute \(v_2=n/2\) and get \(n^3P^{1/2}=2K_2\), so
\[
n=(2K_2)^{1/3}P^{-1/6}.
\]

**A:** Now let acceptors outnumber electrons, with doubly charged vacancies compensating them.

**Q:** Then \(2v_2=A\). The vacancy concentration is fixed, and mass action becomes \((A/2)n^2P^{1/2}=K_2\). Therefore
\[
n=\left(\frac{2K_2}{A}\right)^{1/2}P^{-1/4}.
\]
That is my exponent, with the other charge.

**A:** Yes. In your model the square of \(n\) arises because vacancies and electrons vary together. In the acceptor-controlled crystal it arises because the reaction makes two electrons, while the vacancy concentration stays nearly constant.

**Q:** And singly charged vacancies fixed by acceptors?

**A:** Put \(v_1=A\). Then
\[
n=\frac{K_1}{A}P^{-1/2}.
\]
So a change of charge balance changes the exponent for either vacancy charge.

**Q:** These are limits. A real crystal lies between them. Could the slope be near \(-1/4\) without either limit holding?

**A:** Differentiate neutrality and see. Let \(s=d\ln n/d\ln P\). From mass action,
\[
\frac{d\ln h}{d\ln P}=-s,\quad
\frac{d\ln v_1}{d\ln P}=-\tfrac12-s,\quad
\frac{d\ln v_2}{d\ln P}=-\tfrac12-2s .
\]
Since \(A\) is fixed, and \(dc=c\,d\ln c\) for each concentration,
\[
ns=-hs+v_1\left(-\tfrac12-s\right)+2v_2\left(-\tfrac12-2s\right).
\]
Move the terms in \(s\) to the left and define \(D=n+h+v_1+4v_2\). This gives
\[
s=-\frac{v_1+2v_2}{2D}.
\]
Adding one-quarter over the common denominator \(4D\),
\[
s+\frac14=\frac{-2v_1-4v_2+n+h+v_1+4v_2}{4D}
=\frac{n+h-v_1}{4D}.
\]
I also compared this identity with numerical differentiation of the neutrality solution. For 200 sets of \(P,A,K_1,K_2,K_i\), each drawn between \(10^{-3}\) and \(10^3\) in reduced units, the slopes differed by at most \(2.3\times10^{-9}\).

**Q:** So the slope is near \(-1/4\) whenever \(n+h-v_1\) is small compared with \(4D\).

**A:** That is the condition in this model. Your crystal meets it by cancellation, since \(v_1=n\) and \(h\) is negligible. The acceptor-controlled crystal meets it because \(4v_2\) makes \(D\) large. Mixed cases can meet it too.

**Q:** Could the two be told apart by the small deviation from one-quarter? Please use numbers.

**A:** Take \(T=1273\) K, so \(kT=0.1097\) eV, and the round values
\[
A=10^{19}\ \mathrm{cm^{-3}},\quad
K_2=3\times10^{46}\ \mathrm{cm^{-9}\,Torr^{1/2}},\quad
K_i=10^{31}\ \mathrm{cm^{-6}} .
\]
Let the pressure run from \(10^{-16}\) to \(10^{-12}\) Torr, a range set by a buffered gas mixture rather than by a vacuum pump. At the middle, \(10^{-14}\) Torr or \(1.33\times10^{-12}\) Pa, the limiting formula gives
\[
n\simeq\sqrt{\frac{6\times10^{46}}{10^{19}}}\,(10^{-14})^{-1/4}
=(7.75\times10^{13})(3.16\times10^3)
=2.45\times10^{17}\ \mathrm{cm^{-3}} .
\]
The full neutrality equation gives \(2.42\times10^{17}\ \mathrm{cm^{-3}}\). It is about 1% lower because the electrons add to the negative charge that vacancies must balance.

Now build your model, with singly charged vacancies and no acceptors, and match it at this one pressure:
\[
K_1\simeq n^2P^{1/2}=(2.42\times10^{17})^2\times10^{-7}
=5.86\times10^{27}\ \mathrm{cm^{-6}\,Torr^{1/2}} .
\]
The electron concentrations, in \(10^{17}\ \mathrm{cm^{-3}}\), are then:

| \(P\) (Torr) | \(V_2\), acceptors | \(V_1\), no acceptors |
|---|---:|---:|
| \(10^{-16}\) | 7.47 | 7.65 |
| \(10^{-14}\) | 2.42 | 2.42 |
| \(10^{-12}\) | 0.772 | 0.766 |

At the 17 pressures calculated, the second curve departs from the first by at most 2.4% of the first. The fitted slopes are \(-0.247\) and \(-0.250\).

**Q:** My data could not separate those. Why is the first slope slightly shallow?

**A:** Use the identity at \(10^{-16}\) Torr, where \(v_2=5.37\times10^{18}\ \mathrm{cm^{-3}}\) and \(h\) is negligible:
\[
s+\frac14\simeq
\frac{7.47\times10^{17}}
{4(7.47\times10^{17}+4\times5.37\times10^{18})}
=0.008 .
\]
The local slope is \(-0.242\). At the other end of the range \(n\) is ten times smaller and the correction is about \(0.001\).

**Q:** What measurement would separate the two models?

**A:** Change the acceptor content, keeping temperature and pressure fixed. What does each model predict if you add \(3\times10^{19}\) acceptors per \(\mathrm{cm^3}\)?

**Q:** In the double-vacancy model \(A\) rises fourfold, so \(n\propto A^{-1/2}\) should fall to half.

**A:** The full equation gives a ratio of 0.505. The small excess over one-half comes from the electrons in \(n+A\), which matter less after doping.

**Q:** In my model there were no acceptors before. After the addition \(v_1\simeq A\), and
\[
n\simeq\frac{5.86\times10^{27}}{(3\times10^{19})(10^{-7})}
=1.95\times10^{15}\ \mathrm{cm^{-3}} .
\]
So \(n\) falls by a factor of about 124, and its slope becomes \(-1/2\).

**A:** The calculated slope at that pressure is \(-0.500\). Two cautions apply. First, \(h=K_i/n\) is now about \(5\times10^{15}\ \mathrm{cm^{-3}}\), more than \(n\). The \(3\times10^{19}\) vacancies per \(\mathrm{cm^3}\) can also carry more current than so few electrons. The total conductivity would no longer follow the electrons, so \(n\) itself must be found.

Second, your model excludes \(V_2\) altogether. If both charges are allowed, dividing their mass-action laws gives
\[
\frac{v_2}{v_1}=\frac{K_2}{K_1n}.
\]
Acceptors lower \(n\) and so favour the doubly charged form. The slope of \(-1/2\) requires \(K_2\ll K_1n\) after doping as well as before. If that fails, heavy doping can itself create the doubly charged, acceptor-controlled regime. Additions of a few times \(n\) are therefore the better test for singly charged vacancies in the original crystal, though only a strong majority shows clearly: in an acceptor-free crystal with \(v_1=5v_2\), adding \(3n\) gives a slope of \(-0.31\), and with \(v_1=3v_2\) only \(-0.29\). In our acceptor-controlled crystal the same addition lowers \(n\) by just 3%, so testing the \(A^{-1/2}\) law needs additions comparable with \(A\).

**Q:** Could I go the other way and use a purer crystal?

**A:** Yes. For \(V_2\) without holes, neutrality gives \(2v_2=n+A\), and mass action becomes
\[
n^2(n+A)=2K_2P^{-1/2}.
\]
Put \(v_1=h=0\) in the slope formula. Then \(D=n+2(n+A)=3n+2A\), and
\[
s=-\frac{n+A}{2(3n+2A)} .
\]
This runs from \(-1/4\) for \(n\ll A\) to \(-1/6\) for \(n\gg A\). At \(n=A\) it is \(-1/5\). Setting \(n=A\) in the mass-action result gives \(2A^3=2K_2P_*^{-1/2}\), so the crossover pressure is
\[
P_*=\left(\frac{K_2}{A^3}\right)^2 .
\]

**Q:** For our crystal that is \((3\times10^{46}/10^{57})^2=9\times10^{-22}\) Torr, far below the pressures used.

**A:** But \(P_*\propto A^{-6}\). With \(A=10^{17}\ \mathrm{cm^{-3}}\) it rises to \(9\times10^{-10}\) Torr, above the whole range. At \(10^{-14}\) Torr the cubic equation then gives \(n\simeq8.1\times10^{17}\ \mathrm{cm^{-3}}\), and the slope is
\[
s\simeq-\frac{8.1+1.0}{2(3\times8.1+2\times1.0)}=-0.173 .
\]
A fit over the range also gives \(-0.173\). In your model there were no effective acceptors to remove, so purification leaves both \(n\) and the slope of \(-1/4\) unchanged.

**Q:** Could I measure the vacancies instead, by weighing the oxygen lost?

**A:** The total vacancy concentration would distinguish the models. From the highest to the lowest pressure, \(v_2\) rises from \(5.04\times10^{18}\) to \(5.37\times10^{18}\ \mathrm{cm^{-3}}\), less than 7%. In your model \(v_1\) rises tenfold, from \(7.65\times10^{16}\) to \(7.65\times10^{17}\ \mathrm{cm^{-3}}\). But weighing usually gives a change, and the absolute value needs a known reference composition.

**Q:** Then I would use the change. I can compare the electrons gained with the oxygen atoms lost: two per atom for \(V_2\), one for \(V_1\).

**A:** Without trapping, that is correct. In the example,
\[
\frac{\Delta n}{\Delta v_2}
=\frac{(7.47-0.77)\times10^{17}}{(5.374-5.039)\times10^{18}}
=2.00 .
\]
Suppose, however, that some \(V_2\) capture an electron and become \(V_1\). Write \(r=v_1/n\). By mass action \(r=(K_1/K_2)v_2\), which is nearly constant while acceptors fix \(v_2\). Neglecting holes, neutrality gives
\[
v_2=\frac{A+(1-r)n}{2},\qquad
v_1+v_2=\frac{A+(1+r)n}{2}.
\]
For nearly constant \(r\), the number of free electrons gained per oxygen atom lost is therefore
\[
\frac{\Delta n}{\Delta(v_1+v_2)}\simeq\frac{2}{1+r}.
\]

**Q:** At \(r=1\) that is one electron per atom, even though most vacancies are still doubly charged!

**A:** Yes, provided \(n\ll A\). The slope does not help either: with \(v_1=n\) and negligible holes, the identity gives \(-1/4\). The electron count needs separate knowledge of trapping.

**Q:** How strongly must an electron be bound for singly charged vacancies to dominate?

**A:** Take one bound level with two spin states, at energy \(E_b\) below the conduction band, and a band with effective density of states \(N_c\). For nondegenerate electrons,
\[
\frac{v_1}{v_2}=\frac{2n}{N_c}e^{E_b/kT}.
\]
An effective mass of four electron masses gives \(N_c=1.75\times10^{21}\ \mathrm{cm^{-3}}\). For \(v_1=10v_2\) at \(n=2.42\times10^{17}\ \mathrm{cm^{-3}}\),
\[
E_b=kT\ln\frac{10N_c}{2n}
=0.1097\ln(3.6\times10^4)\simeq1.15\ \mathrm{eV}.
\]
A level at 0.30 eV is much too shallow at this temperature. It gives \(r=0.090\) at mid-range and lowers the electron count per oxygen atom from 2.00 to 1.83, while the fitted slope remains \(-0.247\).

**Q:** I actually measure conductivity. Does that change the comparison?

**A:** It adds the other carriers:
\[
\sigma=e(\mu_nn+\mu_hh+2\mu_vv_2).
\]
The factor two is the vacancy charge. Take mobilities of 0.4, 0.2 and \(2\times10^{-4}\ \mathrm{cm^2/Vs}\) for electrons, holes and vacancies. At \(10^{-12}\) Torr electrons contribute \(4.95\times10^{-3}\) S/cm and vacancies \(3.2\times10^{-4}\) S/cm, or 6.5% of the electronic part. At \(10^{-16}\) Torr the vacancy part is only 0.7% of the electronic part. This nearly constant background flattens the fitted conductivity slope to \(-0.241\), against \(-0.247\) for \(n\). It matters more in the doping test, because fourfold \(A\) brings about four times as many vacancies. At mid-range the total conductivity then falls to 0.58 of its first value, while \(n\) falls to 0.505. This figure depends strongly on the vacancy mobility: with \(3\times10^{-3}\ \mathrm{cm^2/Vs}\) the total conductivity would instead rise to 1.33 of its first value. Subtract the ionic part before comparing with \(A^{-1/2}\).

**Q:** Do these values resemble a real oxide?

**A:** They are round values suggested by acceptor-doped strontium titanate near 1273 K, not a fit to a specimen. The chosen \(K_2\) is low for this oxide: published reduction constants at this temperature are roughly 40 to 300 times larger. With those, and \(A=10^{19}\ \mathrm{cm^{-3}}\), \(n\) approaches \(A\) at the low-pressure end, \(P_*\) lies near \(10^{-18}\) to \(10^{-16}\) Torr, and the fitted slope over our range is about \(-0.23\) to \(-0.22\). The real oxide reaches the electron concentrations of our example only at pressures some three to five decades higher. The vacancies occupy about \(10^{-4}\) of the oxygen sites, so the dilute picture is reasonable, but real defects do interact. With a relative permittivity of 80, Coulomb screening in the Debye limiting law raises \(n\) at mid-range by about 6% relative to the ideal model if the acceptors are counted among the screening charges, and by about 5% if they are not. Acceptor–vacancy pairs bound by 0.30 eV raise it by about 0.9%. Neither changes the fitted slope at the digits quoted. Degeneracy changes \(n\) by less than 0.02%. For an acceptor level 1 eV above the valence band, with a degeneracy factor of four, the neutral fraction stays below 0.3% with the chosen \(K_i\). That \(K_i\) is low for this oxide: with equal band densities it corresponds to a gap of 2.9 eV. A gap of 2.45 eV, more realistic at this temperature, would raise \(K_i\) about sixtyfold and, with \(K_2\) unchanged, the neutral fraction to roughly 13% at the highest pressure (7% for a degeneracy factor of two). Such a deep acceptor could then not be treated as fully ionized there, and the fitted slopes would become about \(-0.240\) for \(n\) and \(-0.232\) for the conductivity. If \(K_2\) is also raised to the published range, holes are fewer and the neutral fraction over these pressures is only 1 to 3%. These estimates depend on the chosen parameters. They also assume equilibrium with the gas and immobile cation defects. If charged cation vacancies formed or vanished as the pressure changed, \(A\) would no longer be fixed and the exponent would have to be derived again.

**Q:** So I should report the exponent, but not yet a vacancy charge.

**A:** Report it as consistent with both charge balances. Then vary the acceptor content at fixed temperature. If \(n\) falls as \(A^{-1/2}\) with the slope still near \(-1/4\), and a purer crystal moves towards \(-1/6\), the data support doubly charged vacancies within this model. If an acceptor addition of a few times \(n\) makes the slope steeper than \(-0.30\) instead, they support mostly singly charged ones, because the slope formula then requires \(v_1>v_2\). A slope between \(-1/4\) and \(-0.30\) leaves the majority charge open.

## Table of computed values

```
free-energy test, largest relative error: 3.5e-08
slope identity, largest error: 2.3e-09
limit slope, single vacancies, electrons: -0.2500
limit slope, double vacancies, electrons: -0.1667
limit slope, double vacancies, acceptors: -0.2500
limit slope, single vacancies, acceptors: -0.5000
temperature: 1273 K; kT: 0.1097 eV
acceptors A: 1.0e+19 cm^-3
K2: 3.0e+46 cm^-9 Torr^0.5; Ki: 1.0e+31 cm^-6
P=1e-16 Torr: n=7.472e+17, h=1.34e+13, V2=5.3736e+18 cm^-3
  rival: n=7.653e+17, V1=7.653e+17 cm^-3
P=1e-14 Torr: n=2.420e+17, h=4.13e+13, V2=5.1210e+18 cm^-3
  rival: n=2.420e+17, V1=2.420e+17 cm^-3
P=1e-12 Torr: n=7.716e+16, h=1.30e+14, V2=5.0385e+18 cm^-3
  rival: n=7.660e+16, V1=7.647e+16 cm^-3
mid-window n, simple acceptor formula: 2.449e+17 cm^-3
mid-window pressure: 1.33e-12 Pa
rival K1: 5.857e+27 cm^-6 Torr^0.5
fitted n slope, double with acceptors: -0.2467
fitted n slope, single without acceptors: -0.2499
largest difference of n curves: 2.43 %
double model, n ratio at fourfold A: 0.5052
acceptors added to rival: 3.0e+19 cm^-3
rival after addition, mid-window n: 1.953e+15 cm^-3
rival after addition, slope: -0.4999
purer crystal A: 1.0e+17 cm^-3; slope: -0.1734
crossover pressure, example: 9.00e-22 Torr
crossover pressure, purer crystal: 9.00e-10 Torr
mobilities n, h, V2: 0.4, 0.2, 2.0e-04 cm2/Vs
P=1e-16 Torr: sigma n=4.79e-02, h=4.29e-07, V2=3.44e-04 S/cm
P=1e-12 Torr: sigma n=4.95e-03, h=4.15e-06, V2=3.23e-04 S/cm
fitted total conductivity slope: -0.2409
mass ratio: 4.0; band density Nc: 1.75e+21 cm^-3
trap and pair binding, each: 0.30 eV
trapping: V1/n=0.0897, n slope=-0.2470
electrons per lost O, double without traps: 2.000
electrons per lost O, double with traps: 1.827
electrons per lost O, single rival: 1.000
pairing: acceptors paired 0.92 %, n change 0.90 %
pairing: n slope -0.2467
relative permittivity: 80; screening length: 3.97 nm
screening: n change 6.32 %, slope -0.2467
degeneracy, largest n change: -0.015 %
acceptor level above valence band: 1.0 eV
largest neutral/ionized acceptor ratio: 2.69e-03
oxygen sites: 5.0e+22 cm^-3; largest vacant fraction: 1.07e-04
```
